# Capillary pressure of near-critical liquid CO2 in a 10 nm slit

## Problem

Fine resist lines or silicon fins are rinsed and then dried from liquid CO2. Two neighbouring walls form a long parallel-sided gap of width $d=10$ nm. While the liquid recedes, a meniscus spans the gap, and the pressure in the liquid lies below that in the vapour by the capillary pressure $P=p_\text{vapour}-p_\text{liquid}$. This difference can pull the walls together.

The surface tension follows

$$\gamma(T)=\gamma_0\left(1-\frac{T}{T_c}\right)^{n},\qquad n=1.26,$$

with $\gamma_0$ fixed by the tension at 20 C. How near to its critical temperature $T_c$ must the CO2 be for $P$ to equal 0.1 MPa?

The law needs two material values, taken here as rough figures for CO2: $T_c=31$ C (304.15 K) and $\gamma_{20}=1.2$ mN/m at $T_{20}=20$ C (293.15 K). The liquid is assumed to wet the walls completely, so the contact angle is $\theta=0$. Liquid and vapour are assumed to coexist in the gap, as they must if there is to be a meniscus. Lengths in nm and pressures in MPa give tensions in mN/m directly, since 1 MPa nm = 1 mN/m.

## A tempting solution

The Young–Laplace equation gives the pressure across a curved surface as $P=2\gamma/r$. A wetting liquid in a 10 nm gap has a meniscus of radius $r=d/2=5$ nm. The tension needed is therefore

$$\gamma=\frac{Pr}{2}=\frac{0.1\times5}{2}=0.25\ \text{mN/m}.$$

Dividing the tension law at $T$ by the same law at 20 C removes $\gamma_0$:

$$\frac{T_c-T}{T_c-T_{20}}=\left(\frac{0.25}{1.2}\right)^{1/1.26}=0.288 .$$

With $T_c-T_{20}=11$ K, the liquid must be within $0.288\times11=3.2$ K of its critical temperature.

## Where it fails

The radius is right, and so is the use of the tension law. The fault is the factor 2 in $P=2\gamma/r$. The general Young–Laplace equation contains both principal curvatures,

$$P=\gamma\left(\frac1{R_1}+\frac1{R_2}\right),$$

and becomes $2\gamma/r$ when $R_1=R_2=r$, as on a sphere. The meniscus between two long parallel walls is part of a cylinder. It is curved across the gap, with $R_1=d/2$, and straight along it, with $1/R_2=0$. The pressure is half of what the tempting solution assumed.

An energy balance gives the same result without presupposing the shape. Let the meniscus advance by $\delta y$ towards the vapour, keeping its shape, and count energies per unit length of the trench.

- Each wall exchanges an area $\delta y$ of wall–vapour surface for wall–liquid surface. By Young's equation, $\gamma_{wl}-\gamma_{wv}=-\gamma\cos\theta$. The two walls together contribute $-2\gamma\cos\theta\,\delta y$.
- A volume $d\,\delta y$ of vapour at the higher pressure is replaced by liquid at the lower pressure, which costs $P\,d\,\delta y$.

In equilibrium the sum vanishes to first order:

$$-2\gamma\cos\theta\,\delta y+P\,d\,\delta y=0
\quad\Longrightarrow\quad
P=\frac{2\gamma\cos\theta}{d}.$$

For $\theta=0$ this is $\gamma/(d/2)$, the single-curvature result.

The factor was tested numerically at $\theta=60$ degrees with unit tension and unit width. The surface energy of a discretized liquid profile was minimized against a load proportional to the raised liquid area. The load pressure and the curvature at the minimum both came out as 1.00000. This agrees with $2\cos\theta=1$; two equal curvatures would have required $4\cos\theta=2$.

The tempting formula does belong to a round hole of diameter $d$. There the advancing liquid covers a wall area $\pi d\,\delta y$ and fills a volume $(\pi d^2/4)\,\delta y$, so that $P=4\gamma\cos\theta/d$. The 3.2 K found above is the macroscopic answer for that different geometry.

## The right solution

**Tension needed.** With $\theta=0$,

$$\gamma_*=\frac{Pd}{2}=\frac{0.1\times10}{2}=0.50\ \text{mN/m}.$$

**Fitting the law.** At 20 C the reduced distance from the critical point is

$$1-\frac{T_{20}}{T_c}=\frac{11.00}{304.15}=0.03617,$$

so that

$$\gamma_0=\frac{\gamma_{20}}{(1-T_{20}/T_c)^n}=\frac{1.2}{0.03617^{1.26}}=78.7\ \text{mN/m}.$$

This amplitude is much larger than the tension at 20 C because it is the law extrapolated to $T=0$, where there is no liquid CO2. It serves to carry the fit and has no meaning as a tension of the real substance.

**Solving for the temperature.** Since $1-T/T_c=(T_c-T)/T_c$, dividing the law at $T$ by the law at $T_{20}$ cancels both $\gamma_0$ and the factor $T_c^{-n}$:

$$\frac{\gamma_*}{\gamma_{20}}=\left(\frac{T_c-T}{T_c-T_{20}}\right)^n .$$

Taking the power $1/n$ and inserting $\gamma_*=Pd/(2\cos\theta)$ gives

$$T_c-T=(T_c-T_{20})\left(\frac{Pd}{2\gamma_{20}\cos\theta}\right)^{1/n}.$$

The numbers are

$$T_c-T=11.00\times(0.4167)^{0.7937}=11.00\times0.4992=5.5\ \text{K}.$$

The liquid must be about 5.5 K below its critical temperature, at $T=298.7$ K, or 25.5 C. Between this temperature and $T_c$ the tension falls steadily to zero, so the capillary pressure given by this macroscopic formula stays below 0.1 MPa throughout that interval.

## Reading the result

At 20 C the macroscopic capillary pressure is $2\times1.2/10=0.24$ MPa. Warming the liquid by 5.5 K, half of the way to the critical point, lowers it by a factor of 2.4. A linear law would have given a factor of 2; the exponent above one supplies the rest.

The slope at the answer follows from $P\propto(T_c-T)^n$:

$$\frac{dP}{dT}=-\frac{nP}{T_c-T}=-\frac{1.26\times0.1}{5.49}=-0.023\ \text{MPa/K}.$$

A temperature error of 1 K thus changes the pressure by about a quarter of its target value.

The material inputs matter as well. If $\gamma_{20}$ is 10 percent higher, the distance shrinks to 5.1 K; if it is 10 percent lower, the distance grows to 6.0 K. The critical temperature enters through $T_c-T_{20}$. With $\gamma_{20}$ held fixed, an error of 1 K in $T_c$ moves the calculated distance by 0.5 K.

Two limits show how the formula behaves. If $Pd=2\gamma_{20}\cos\theta$, the bracket is one and the answer is 20 C itself; a larger permitted pressure allows colder liquid. If $Pd\to0$, the distance tends to zero as $(Pd)^{1/n}$. Halving the gap at fixed $P$ multiplies the distance by $2^{-1/1.26}=0.577$, which brings it to 3.2 K. By this macroscopic formula, narrower gaps must be dried closer to the critical point. The formula should not be trusted at 5 nm, however: with the wetting films treated below, the effective gap $d-3t$ at 0.1 MPa is already negative there.

Partial wetting acts the other way. At $\theta=60$ degrees the permitted tension doubles to 1.0 mN/m, and the distance becomes $11\times(1.0/1.2)^{0.7937}=9.5$ K.

## How thick is the meniscus?

The calculation treats the liquid surface as a sheet of no thickness. Near the critical point the density changes gradually from liquid to vapour, over a distance set by the correlation length $\xi$. The combination $\gamma\xi^2/(k_BT)$ tends there to a universal number, roughly 0.1 when $\xi$ is taken below $T_c$. Hence, at the answer just found,

$$\xi\approx\sqrt{\frac{0.1\,k_BT}{\gamma_*}}
=\sqrt{\frac{0.1\times4.12\times10^{-21}\ \text{J}}{5.0\times10^{-4}\ \text{N/m}}}
=0.91\ \text{nm}.$$

To turn this into an interface width, use mean-field theory. Let $m$ be the density measured from the midpoint of the two bulk values and scaled so that $m=\pm1$ in liquid and vapour. The excess free energy density is a gradient term $\tfrac12K m'^2$ plus a double well $W(1-m^2)^2$. Minimizing the total energy gives a first integral in which the two terms are equal, because both vanish deep in the bulk. Therefore $m'\propto1-m^2$. The prefactor follows from requiring $1-m$ to decay as $e^{-z/\xi}$: near $m=1$, $1-m^2\approx2(1-m)$, so

$$m'=\frac{1-m^2}{2\xi},\qquad m=\tanh\frac{z}{2\xi}.$$

The density has completed 10 and 90 percent of its change at $m=-0.8$ and $m=0.8$. The distance between these points is

$$w=4\xi\,\text{artanh}(0.8)=4.394\,\xi=4.0\ \text{nm}.$$

The interface occupies 40 percent of the gap. A sharp meniscus with a radius of 5 nm is then a rough picture, and the 5.5 K is a macroscopic estimate.

## What wetting films do

Complete wetting has a further consequence. The walls beside the vapour are not dry but carry liquid films, which narrow the gap. For van der Waals attraction, a film of thickness $h$ has the disjoining pressure

$$\Pi(h)=\frac{A}{6\pi h^3},$$

where a positive $A$ favours thicker films. The Hamaker constant is taken as roughly $A=10^{-20}$ J, a plausible size for an oxide-like wall. Bare silicon would have a larger constant, and so thicker films and a larger correction than the one found here. The film liquid is in equilibrium with the meniscus when $\Pi(t)=P$, so

$$t=\left(\frac{A}{6\pi P}\right)^{1/3}=1.74\ \text{nm at }P=0.1\ \text{MPa}.$$

The energy balance is now repeated for a meniscus advancing over film-covered walls. Per unit area of advance, liquid fills the vapour core of width $d-2t$, at a cost $P(d-2t)$. Two liquid–vapour surfaces disappear, which gains $2\gamma$. Each film also loses its excess energy relative to a very thick film, $\int_t^\infty\Pi\,dh$. Hence

$$P(d-2t)=2\gamma+2\int_t^\infty\Pi\,dh .$$

The integral is

$$\int_t^\infty\frac{A}{6\pi h^3}\,dh=\frac{A}{12\pi t^2}=\frac{t\,\Pi(t)}2=\frac{Pt}{2}.$$

The last term of the balance is therefore $Pt$, and moving it to the left gives

$$P(d-3t)=2\gamma .$$

The effective gap is $10-3\times1.74\approx4.8$ nm, less than half the geometrical one. Two consequences follow in this model.

- At the macroscopic answer, 25.5 C, the pressure is 0.18 MPa and not 0.10 MPa. The film thickness has been recalculated for the higher pressure. It is 1.4 nm, less than half the 4.0 nm interface width, so even at this temperature the figure belongs to the sharp-surface model and is not a reliable value of the pressure.
- To restore 0.10 MPa, the tension must fall to $0.1\times4.77/2=0.238$ mN/m. The distance from $T_c$ is then $11\times(0.238/1.2)^{0.7937}=3.05$ K, or roughly 3.1 K.

The balance leaves out the attraction of each wall on the liquid near the opposite wall. With it, the integral for each wall stops at the far side of the core, $h=d-t$. The omitted piece is

$$\frac{A}{12\pi(d-t)^2}=\frac{Pt^3}{2(d-t)^2}\approx0.004\ \text{mN/m},$$

which must be added to the required tension. A direct integration of the meniscus equation with both walls acting gives 0.242 mN/m, 1.6 percent above the simple formula, in agreement with this estimate. With $A$ reduced a hundredfold, the difference falls to 0.0065 percent. Both calculations also omit the attraction of the two films across the vapour core. For a liquid–vapour–liquid Hamaker constant $A_{lvl}$ of about $3\times10^{-21}$ J, this adds $A_{lvl}/[24\pi(d-2t)^2]\approx0.001$ mN/m to the required tension.

The film-corrected 3.1 K lies close to the 3.2 K of the tempting solution, but this is a coincidence. One number comes from a curvature that the slit does not have; the other comes from films whose thickness depends on $A$. With $A$ a hundred times smaller, $t$ falls by a factor $100^{1/3}=4.64$ to 0.38 nm and the effective gap returns to 8.9 nm, whereas the mistaken factor of 2 would remain.

Nor is 3.1 K a precise prediction. At that temperature the interface width is 5.8 nm, almost as large as the distance $d-2t=6.5$ nm between the two film surfaces, so sharply bounded, distinct films are no longer a sound description. Confinement also lowers the temperature up to which separate liquid and vapour can exist in the gap. That shift was not calculated, but the double well used above already casts doubt on a meniscus this close to $T_c$. There $K=8W\xi^2$ and $\gamma=16W\xi/3$. At equal chemical potential, the bulk liquid reaches its limit of stability at $m=1/\sqrt3$, with the vapour at $m=-2/\sqrt3$, where the pressure difference is $3W=9\gamma/(16\xi)$. This limit is 0.31 MPa at 5.5 K but only 0.10 MPa at 3.05 K, equal to the target itself. A 10 nm gap may therefore hold no meniscus at that temperature and pressure. The constant $A$ was also held fixed, although it falls as the liquid and vapour densities approach each other; a smaller $A$ would thin the films and weaken the correction. Within this model of sharp surfaces and fixed $A=10^{-20}$ J, films shift the answer by about 2.4 K towards $T_c$.

## The real process

The values of $T_c$ and $\gamma_{20}$ are rough figures for pure CO2. In the model with sharp surfaces, allowing for films with the assumed $A$ moves the estimated distance from 5.5 K to about 3 K, a much larger change than a 10 percent error in $\gamma_{20}$ causes. The effect of the finite interface width on the distance was not calculated. Rinse solvent left in the CO2 would change both the tension and the critical point, by amounts not calculated here. Whether 0.1 MPa is harmless depends on the height, thickness and stiffness of the walls, so it is a chosen target and not a general threshold for collapse. Supercritical drying avoids the narrow temperature window: the liquid is taken around the critical point at high pressure and vented as a fluid above $T_c$, so that no meniscus crosses the gap.

The numerical output lists the main values to more digits than the rough inputs justify.

## Table of computed values

```
INPUTS (material values rough)
exponent n = 1.26
critical temperature = 304.15 K = 31.0 C
fit temperature = 293.15 K
surface tension at 20 C = 1.20 mN/m
gap width = 10.0 nm
target capillary pressure = 0.10 MPa
universal number gamma xi^2/(kT) = 0.1
Hamaker constant of film = 1.0e-20 J
SLIT TEST at 60 degrees, unit tension and width
pressure from energy minimum = 1.00000
curvature from energy minimum = 1.00000
MACROSCOPIC ANSWER
Tc - T20 = 11.00 K
reduced distance at 20 C = 0.03617
fitted amplitude gamma0 = 78.7 mN/m
capillary pressure at 20 C = 0.240 MPa
needed surface tension = 0.500 mN/m
tension ratio needed/20 C = 0.4167
inverse exponent 1/n = 0.7937
distance ratio = 0.4992
distance below Tc = 5.49 K
temperature = 298.66 K = 25.51 C
reduced distance at answer = 0.01805
slope dP/dT at answer = -0.0229 MPa/K
distance if gamma20 is 10% higher = 5.09 K
distance if gamma20 is 10% lower = 5.97 K
NEGLECTED EFFECTS
correlation length at answer = 0.91 nm
10-90 width / correlation length = 4.394
10-90 interface width at answer = 4.0 nm
interface width / gap = 0.40
film thickness at target pressure = 1.74 nm
effective gap d - 3t = 4.77 nm
pressure at answer with films = 0.176 MPa
needed tension with films = 0.238 mN/m
same from full meniscus equation = 0.242 mN/m
relative difference of the two = 1.63 %
same difference, A 100 times smaller = 0.0065 %
distance below Tc with films = 3.05 K
interface width there = 5.8 nm
```
